# Why polarization functions for neon come in shells

**Question.** When polarization functions are added to a basis for a correlated calculation on neon, why does a second d function gain about as much energy as a first f function, and why should the two be added together?

**Answer.** Correlation requires pairs of electrons to avoid each other at short distance. An atomic basis can describe that detail with more radial functions of a given angular momentum $l$, or with a higher $l$. The repulsion $1/r_{12}$ has no preferred direction, so neither kind of detail can be neglected in favour of the other. To turn this into energies, one must first make sure that the gain from a new function is a correlation energy, and that it is well defined.

## What an added function changes

Hartree atomic units are used, with energies in mEh and Gaussian exponents in bohr$^{-2}$. The atom is non-relativistic neon, $1s^2 2s^2 2p^6$. Only the eight valence electrons are correlated; the $1s$ pair stays frozen. The s and p functions form a large fixed set.

The Fock operator $F$ of this closed-shell atom is rotationally invariant: the filled $2p$ shell has density proportional to $\sum_m|Y_{1m}|^2=3/4\pi$, and its exchange operator also sums over all $m$. Hence $F$ has no matrix element between functions of different $l$. A d, f or g function cannot mix into an occupied s or p orbital, and the old Hartree–Fock solution remains a solution. Numerically, adding d, f and g functions changes the Hartree–Fock energy of this s,p set, $-128.526$ Eh, by about $10^{-13}$ Eh. (A complete s,p set would lie about 0.02 Eh lower.) The whole gain is correlation energy.

I measure it in second-order Møller–Plesset theory. Let $H_0$ be the sum of Fock operators, $|0\rangle$ the Hartree–Fock determinant, $E_0$ its $H_0$ eigenvalue, and $V=H-H_0$. For a real correction $\chi$ made of excited determinants, consider the Hylleraas functional

$$J[\chi]=2\langle\chi|V|0\rangle+\langle\chi|H_0-E_0|\chi\rangle .$$

Single excitations do not couple to $|0\rangle$, because the occupied–virtual elements of $F$ vanish. For double excitations $|D\rangle$ write $\chi=\sum_D c_D|D\rangle$, $V_D=\langle D|V|0\rangle$, and let $\Delta_D>0$ be the excitation energy in $H_0$. In canonical orbitals

$$J=\sum_D\left(2c_DV_D+\Delta_Dc_D^2\right).$$

Setting the derivative with respect to $c_D$ to zero gives $c_D=-V_D/\Delta_D$, and therefore

$$E_2=\min J=-\sum_D\frac{V_D^2}{\Delta_D}.$$

With the occupied orbitals unchanged, a larger virtual space contains every old trial $\chi$. The minimum cannot rise. Exponents may therefore be tuned by minimising $E_2$, although $E_2$ is not an upper bound to the exact correlation energy.

## From three dimensions to radial integrals

Let $i,j$ be occupied valence orbitals, $a,b$ virtual ones, and $(ia|jb)$ the repulsion between the charge distributions $ia$ and $jb$. Put $D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0$. For spatial orbitals, opposite-spin pairs contribute $\sum(ia|jb)^2/D_{ij}^{ab}$. The two same-spin cases together contribute

$$\frac12\sum\frac{[(ia|jb)-(ib|ja)]^2}{D_{ij}^{ab}}
=\sum\frac{(ia|jb)^2-(ia|jb)(ib|ja)}{D_{ij}^{ab}},$$

where the two squares are equal after exchanging the names $a$ and $b$. Adding both parts,

$$E_2=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{D_{ij}^{ab}} .$$

Each orbital is $P(r)Y_{lm}/r$, with real spherical harmonics. The multipole expansion

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac{4\pi}{2k+1}\sum_qY_{kq}(1)Y_{kq}(2)$$

separates the integral into $(ia|jb)=\sum_kR^k(ia,jb)W_k$, where

$$R^k(ia,jb)=\int_0^\infty\!\!\int_0^\infty P_iP_a(r_1)\frac{r_<^k}{r_>^{k+1}}P_jP_b(r_2)\,dr_1dr_2 ,$$

$$W_k=\frac{4\pi}{2k+1}\sum_q G_{ia}^{kq}G_{jb}^{kq},\qquad
G_{ia}^{kq}=\int Y_iY_aY_{kq}\,d\Omega .$$

The integral $G_{ia}^{kq}$ vanishes unless $|l_i-l_a|\le k\le l_i+l_a$ and $l_i+l_a+k$ is even. A $2p$ electron thus reaches an f orbital through $k=2,4$ and a g orbital through $k=3,5$. High angular momentum in the virtual space calls on high multipoles of the repulsion. For the largest tuned set, this radial form and an ordinary three-dimensional orbital calculation both give $E_2=-296.85$ mEh.

## Why radial and angular detail are comparable

Look at a small region of the valence shell, where two electrons of opposite spin have momenta small compared with the momentum $q$ they exchange. Treat the region as a box of volume $\Omega$ with plane waves. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the Fourier transform $v(q)$ of $1/r$ obeys $-q^2v(q)=-4\pi$, so

$$v(q)=\frac{4\pi}{q^2}.$$

The repulsion scatters the pair to $+\mathbf q$ and $-\mathbf q$ with matrix element $v(q)/\Omega$. The kinetic cost is $2\times q^2/2=q^2$. The second-order contribution is

$$e(q)=-\frac{[v(q)/\Omega]^2}{q^2}=-\frac{16\pi^2}{\Omega^2q^6}.$$

It depends on the length of $\mathbf q$ and not on its direction. For parallel spins the exchange term subtracts $v(|-\mathbf q|)=v(q)$, so this leading term cancels; the estimate concerns opposite spins, which supply most of each gain tabulated below. The condition of small initial momenta is safe only for large $q$. In neon the $2s$ and $2p$ electrons have kinetic energies of about 4 to 5 Eh, which is not small beside the 6 to 10 Eh of the first polarization functions found below. For those functions the estimate is a guide, not a derivation.

An atomic orbital supplies $q^2$ in two ways. Applying $-\nabla^2$ to $PY_{lm}/r$ and integrating by parts, with $P=0$ at both ends, gives

$$\langle p^2\rangle=\int_0^\infty\left[\left(\frac{dP}{dr}\right)^2+\frac{l(l+1)}{r^2}P^2\right]dr .$$

For functions confined to the same thin shell, the first term grows with radial nodes and the second with $l$. Near a typical radius $r_0$, and with $l(l+1)=L^2-\tfrac14\approx L^2$ for $L=l+\tfrac12$, this reads

$$q^2\approx q_r^2+\frac{L^2}{r_0^2}.$$

In a shell of thickness $d$, one more radial node raises $q_r$ by about $\pi/d$; one more unit of $l$ raises the angular part by $1/r_0$. If these steps are comparable, then among the first few functions those with the same sum of radial index and $l$ have roughly comparable $q$. Because the two parts add as squares, this grouping is only approximate and would blur for larger sums. Counting the first d function as $3d$, the first f as $4f$ and the first g as $5g$, the sum is the label $n$. The expected groups are $3d$; then $4d,4f$; then $5d,5f,5g$. Isotropy explains why both directions matter. Whether the two steps are in fact comparable is a property of the atom, which must be calculated.

The same estimate says how slowly the angular series falls. For fixed $l$ there are $2l+1=2L$ values of $m$, and the sum over radial functions becomes an integral over $q_r$. The partner's momentum is fixed, so there is one such sum. With $s=L^2/r_0^2$, start from

$$\int_{-\infty}^{\infty}\frac{dq_r}{q_r^2+s}=\pi s^{-1/2}.$$

Differentiating with respect to $s$ and changing the sign gives $\int(q_r^2+s)^{-2}dq_r=\frac{\pi}{2}s^{-3/2}$. A second differentiation, divided by $-2$, gives

$$\int_{-\infty}^{\infty}\frac{dq_r}{(q_r^2+s)^3}=\frac{3\pi}{8}s^{-5/2}=\frac{3\pi r_0^5}{8L^5}.$$

Multiplication by $2L$ leaves a partial-wave gain proportional to $L^{-4}$. This is a large-$l$ estimate at one radius, not a formula for the first d function.

## The gains in neon

The s,p set has twelve s and seven p functions and gives $E_2=-145.58$ mEh. A larger set of 22 s and 14 p functions lowers this value, and the total for the largest tuned set, by about 0.8 mEh, but at the same polarization exponents it changes the gains tabulated below by only about 0.01 mEh. Polarization functions are even-tempered: within one $l$, successive exponents have a constant ratio. A set with one more member can contain the preceding set, so the tuned gain should not be negative. The d functions are added to s,p; the f functions to s,p and $3d$; the g function to s,p and $3d2f$. From here on, in a basis label such as $3d2f$ the digit counts functions. All exponents of a given $l$ are retuned when their number changes, while those of lower $l$ are kept.

| Function added | Gain (mEh) | Gain per orbital (mEh) |
|---|---:|---:|
| first d | 77.2 | 15.4 |
| second d | 27.5 | 5.5 |
| first f | 24.2 | 3.5 |
| third d | 6.0 | 1.2 |
| second f | 7.3 | 1.0 |
| first g | 9.1 | 1.0 |

"Per orbital" means divided by $2l+1$; for the first f function, $24.194/7=3.456$ mEh. The second d and first f functions gain 0.749 and 0.658 eV. Their ratio is $27.527/24.194=1.14$. In the next group the largest gain is 1.52 times the smallest. The mean gains of the three groups are 77.2, 25.9 and 7.4 mEh, so passing from one group to the next costs a factor of 3.0 and then 3.5. Differences inside a group are smaller than the steps between groups. This is the sense in which the contributions are alike.

The two ways of counting tell slightly different stories. In the middle group the totals agree better than the gains per orbital; in the last group it is the reverse, and the g function has the largest total because it brings nine orbitals. The grouping survives both counts, but no exact equality lies behind it.

Nor is the order peculiar to second-order theory. Coupled cluster with single and double excitations (CCSD), at the same exponents, gives 79.2, 26.9 and 5.7 mEh for the three d functions and 25.4 mEh for the first f function. The second f and the g function were not examined at that level.

## Natural orbitals: how good is the local picture?

Tuned exponents might create a pattern of their own. Natural orbitals avoid this. They diagonalise the virtual block of the one-electron density formed from the first-order correction $\chi$, here in a large basis with nine functions for each $l$ from 2 to 5. Their eigenvalues are occupations.

| Natural orbital | Occupation ($10^{-3}$) | Kinetic energy (Eh) |
|---|---:|---:|
| $3d$ | 3.94 | 5.9 |
| $4d$ | 0.398 | 10.4 |
| $4f$ | 0.358 | 8.9 |
| $5d$ | 0.051 | 17.1 |
| $5f$ | 0.063 | 14.9 |
| $5g$ | 0.069 | 12.4 |

The last group is the least converged: in a larger basis (22s14p, sixteen functions per $l$, up to $l=7$) the $5d$ kinetic energy falls to 16.7 Eh and the three smallest occupations become 0.052, 0.062 and 0.071. The same three groups appear. Trading one radial node for one unit of $l$ changes the kinetic energy by 1.5 to 2.5 Eh, less than the 3.8 and 5.1 Eh between the means of successive groups. The steps are comparable, as the argument needed, but not equal: starting from $3d$, one more node costs 4.5 Eh and one more unit of $l$ costs 3.0 Eh. The first figure is not purely radial: $4d$ has more weight near the nucleus than $3d$, which also raises the term with $l(l+1)/r^2$. The estimate with a single radius $r_0$ ignores this.

The local estimate also predicts occupations. The amplitude is $v/q^2\propto q^{-4}$, so the occupation goes as $q^{-8}$, or as $T^{-4}$ with $T=q^2/2$. From $3d$ to $4d$ it predicts a drop by $(10.44/5.90)^4=9.8$; the calculated drop is $3.9406/0.3983=9.9$. So close an agreement is partly luck: from $4f$ to $5f$ the same rule predicts 7.8, against a calculated 5.7. From $3d$ to $4f$ it predicts $(8.90/5.90)^4=5.2$, but the calculated drop is 11.0. The $4f$ orbital has less kinetic energy than $4d$ and yet is slightly less occupied. At these low $l$, then, direction does matter: angular detail is cheaper in kinetic energy, but it is used less than the estimate says. For $4d$ and $4f$ these two effects nearly cancel, which leaves their occupations similar. The local picture accounts for the competition between the two kinds of detail, not for the precise balance.

## The angular series and a smoother repulsion

With nine functions in each added $l$, with exponents from 0.4 to 102 bohr$^{-2}$, the gains approximate those of complete partial waves. A larger basis (22s14p, sixteen functions per $l$) raises them by 0.2 mEh for d and by about 0.1 mEh for each higher $l$; it lowers the exponent at $l=6$ to 4.5, from where it falls slowly to 4.4 at $l=9$:

| $l$ | Gain (mEh) | Local decay exponent |
|---|---:|---:|
| 2 | 112.7 | – |
| 3 | 34.8 | 3.5 |
| 4 | 13.9 | 3.7 |
| 5 | 5.4 | 4.7 |
| 6 | 2.5 | 4.6 |

The exponent is $\ln(\Delta_{l-1}/\Delta_l)/\ln[(l+\frac12)/(l-\frac12)]$, where $\Delta_l$ is the gain. It would be 4 for a pure $L^{-4}$ law. The values scatter around 4 and do not settle by $l=6$. They support a slow power-like decay of about this steepness; they do not establish the limiting exponent.

Is short-range repulsion really the cause? Replace $1/r_{12}$ in the numerator integrals by $\operatorname{erf}(\mu r_{12})/r_{12}$, keeping the orbitals and orbital energies. This function is finite at $r_{12}=0$ and approaches $1/r_{12}$ at large distance. It is the potential of a unit charge spread as $\rho(r)=\mu^3\pi^{-3/2}e^{-\mu^2r^2}$: the charge within radius $r$ is $\operatorname{erf}(\mu r)-2\mu r e^{-\mu^2r^2}/\sqrt\pi$, and dividing it by $r^2$ gives $-\frac{d}{dr}[\operatorname{erf}(\mu r)/r]$. The Fourier transform of $\rho$ is $e^{-q^2/4\mu^2}$, so Poisson's equation gives

$$v_\mu(q)=\frac{4\pi}{q^2}e^{-q^2/4\mu^2},\qquad
e_\mu(q)=e(q)\,e^{-q^2/2\mu^2}.$$

As $\mu\to\infty$ the Coulomb result returns. For finite $\mu$, high momenta are suppressed. With $\mu=1$ bohr$^{-1}$, the ratio of the f gain to the d gain falls from 0.309 to 0.072, and that of g to f from 0.399 to 0.094. Thus f is weakened about four times more than d, and g about four times more than f. This value of $\mu$ alters the repulsion out to roughly 1 bohr, about the size of the valence shell, and so removes most of the correlation energy at every $l$: the s,p energy shrinks from $-145.6$ to $-10.3$ mEh and the d gain from 112.7 to 16.1 mEh. A milder smoothing, $\mu=4$ bohr$^{-1}$, keeps a d gain of 87.6 mEh and still lowers the two ratios, to 0.240 and 0.303. The higher $l$ is, the more its gain depends on the repulsion at short distance; the test does not isolate the single point $r_{12}=0$.

## Why the functions are added together

Suppose one continues with d functions and leaves out f. Nine d functions give $E_2=-258.28$ mEh. Two d functions and one f function give $-273.92$ mEh, which is 15.6 mEh lower. The first choice has $9\times5=45$ polarization orbitals, the second $2\times5+7=17$. More radial d functions cannot represent the angular detail carried by f.

One level higher, nine d and nine f functions without g give $-293.07$ mEh. The set $3d2f1g$ gives $-296.85$ mEh, lower by 3.8 mEh, with 38 polarization orbitals instead of 108. Both margins shrink slightly in a larger basis: with 22 s and 14 p functions they are 15.5 and 3.6 mEh, and with sixteen instead of nine functions per $l$ they are 15.4 and 3.45 mEh.

This yields the construction rule. At each stage, add the functions whose next gains are of similar size, and stop before the next, clearly smaller group. The polarization parts are then

$$1d,\qquad 2d1f,\qquad 3d2f1g,$$

which is the pattern of the correlation-consistent double-, triple- and quadruple-zeta sets. Leaving out one member keeps an error of about the size of its partners' gains, and adding more functions of the other kinds does not remove it. Those sets also enlarge their s and p parts at every step. Here the s,p set was fixed, so that part of the construction has not been examined.

## Where the rule needs care

The rule concerns valence correlation energy. Correlating the $1s$ electrons would bring in a more compact region, for which these exponents were not tuned. A property governed by the outer tail of the density, such as a polarizability, has a different measure of importance and may need diffuse functions that gain little energy. In an open-shell atom such as oxygen the mean field need not be spherical; d functions can then enter the Hartree–Fock orbitals, and the clean separation used here requires a spherically averaged reference. If the wave function contains $r_{12}$ explicitly, part of the short-range detail is supplied without high $l$, and the balance has to be measured anew.

The energies themselves omit core correlation, relativity, the remaining incompleteness of the s,p set and, in CCSD, connected triple excitations. They are gains within stated models, not measured energies. The program prints the tuned exponents and the energies with more digits.

## Numbers as computed

```
s exponents: 12, from 0.15, ratio 2.8; p: 7, from 0.12, ratio 2.6 (bohr^-2)
Hartree-Fock energy, radial code: -128.52648 Eh
Hartree-Fock energy, pyscf 3d2f1g: -128.52648 Eh
Hartree-Fock change from d,f,g: 1.1e-13 Eh
E2 with s,p only: -145.584 mEh
E2 with 3d2f1g, radial code: -296.846 mEh
E2 with 3d2f1g, pyscf: -296.846 mEh
1d: lowering 77.216 mEh, per orbital 15.443 mEh, exponents 2.189 bohr^-2
2d: lowering 27.527 mEh, per orbital 5.505 mEh, exponents 1.117, 4.170 bohr^-2
3d: lowering 5.976 mEh, per orbital 1.195 mEh, exponents 0.751, 2.245, 6.715 bohr^-2
1f: lowering 24.194 mEh, per orbital 3.456 mEh, exponents 2.635 bohr^-2
2f: lowering 7.252 mEh, per orbital 1.036 mEh, exponents 1.535, 4.804 bohr^-2
1g: lowering 9.099 mEh, per orbital 1.011 mEh, exponents 3.093 bohr^-2
group 1d: mean 77.216 mEh, largest/smallest 1.00
group 2d+1f: mean 25.860 mEh, largest/smallest 1.14
group 3d+2f+1g: mean 7.442 mEh, largest/smallest 1.52
2d and 1f lowerings: 0.749 and 0.658 eV
saturated l=2: lowering 112.693 mEh
saturated l=3: lowering 34.796 mEh, local decay exponent 3.49
saturated l=4: lowering 13.892 mEh, local decay exponent 3.65
saturated l=5: lowering 5.368 mEh, local decay exponent 4.74
saturated l=6: lowering 2.486 mEh, local decay exponent 4.61
smooth interaction mu: 1.0 bohr^-1
wave ratio l=3/l=2: Coulomb 0.3088, smooth 0.0715
wave ratio l=4/l=3: Coulomb 0.3993, smooth 0.0944
E2: 2d1f -273.920, saturated d without f -258.277 mEh
E2: 3d2f1g -296.846, saturated d,f without g -293.073 mEh
natural orbital 3d: occupation 3.9406e-3, kinetic energy 5.90 Eh
natural orbital 4d: occupation 0.3983e-3, kinetic energy 10.44 Eh
natural orbital 4f: occupation 0.3578e-3, kinetic energy 8.90 Eh
natural orbital 5d: occupation 0.0510e-3, kinetic energy 17.11 Eh
natural orbital 5f: occupation 0.0626e-3, kinetic energy 14.88 Eh
natural orbital 5g: occupation 0.0692e-3, kinetic energy 12.38 Eh
CCSD lowering 1d: 79.238 mEh
CCSD lowering 2d: 26.928 mEh
CCSD lowering 3d: 5.687 mEh
CCSD lowering 1f: 25.407 mEh
```
